# Why a Longitudinal Field Lets Current Shift a Perpendicular Hysteresis Loop: test program

```python
# RESULT UNDER TEST: a current along x shifts the perpendicular loop by
#   centre = -(pi/2) * B_DL * C(h),   h = Bx / B_D,
# where C is the perimeter mean of the x component of the wall cores.
# C(0) = 0: opposite homochiral Neel cores cancel, so the domain only travels.
# B_DL: damping-like torque field, acting as B_DL * (m x yhat).
# B_D = D/(Ms*Delta): DMI field on a core; Delta = sqrt(A/K): wall width.
# Cores point from the up domain to the down domain. SI units inside.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk

# ---------- rough round parameters, regime of Co(1 nm) on Pt(5 nm) ----------
Ms, A, K, D = 1.0e6, 1.5e-11, 5.0e5, 5.0e-4
t_co, t_pt, J, spin_hall, alpha, T = 1e-9, 5e-9, 1e11, 0.10, 0.3, 300.0
gamma = sc.physical_constants['electron gyromag. ratio'][0]
Delta = np.sqrt(A / K)
B_K = 2 * K / Ms
B_D = D / (Ms * Delta)
B_DL = sc.hbar * spin_hall * J / (2 * sc.e * Ms * t_co)
a = np.pi / 2 * B_DL


def mean_core(h):
    """Closed form of the perimeter mean of cos(phi), for h >= 0."""
    if h == 0:
        return 0.0
    if h == 1:
        return 2 / np.pi
    m = 4 * h / (1 + h)**2
    return ((1 + h) * ellipe(m) + (h - 1) * ellipk(m)) / (np.pi * h)


for h in (0.1, 0.5, 0.9, 1.5, 4.0):
    direct = quad(lambda p: (h + np.cos(p)) / np.hypot(h + np.cos(p), np.sin(p)),
                  0, np.pi, epsabs=1e-10, limit=200)[0] / np.pi
    assert abs(direct - mean_core(h)) < 1e-7
assert abs(mean_core(0.01) / 0.01 - 0.5) < 1e-3
assert abs(mean_core(20.0) - (1 - 1 / (4 * 20.0**2))) < 1e-5

# ---------- full magnetization profiles on a periodic line ----------
N, dx = 112, 2.5e-9
L = N * dx
x = np.arange(N) * dx
k = 2 * np.pi * np.fft.fftfreq(N, dx)
k_first = k.copy()
k_first[N // 2] = 0.0
F = np.fft.fft(np.eye(N), axis=0)
GRAD = np.ascontiguousarray(np.fft.ifft(1j * k_first[:, None] * F, axis=0).real.T)
LAPL = np.ascontiguousarray(np.fft.ifft(-k[:, None]**2 * F, axis=0).real.T)


def column(v, n):
    return np.broadcast_to(np.asarray(v, float), (n,)).reshape(n, 1).copy()


def field(m, dmi, nx, ny, bx, by, bz):
    """Effective field of exchange, anisotropy, interfacial DMI and applied B."""
    g = m @ GRAD
    b = (2 * A / Ms) * (m @ LAPL)
    c = 2 * dmi / Ms
    b[0] += bx - c * nx * g[2]
    b[1] += by - c * ny * g[2]
    b[2] += bz + B_K * m[2] + c * (nx * g[0] + ny * g[1])
    return b


def relaxed(dmi, psi, bx, by, steps):
    """Relax an up domain with two walls; the line runs along angle psi."""
    nx, ny = np.cos(psi), np.sin(psi)
    left, right = (x - L / 4) / Delta, (x - 3 * L / 4) / Delta
    m = np.zeros((3, len(psi), N))
    m[2] = np.tanh(left) - np.tanh(right) - 1
    for u, side in ((left, -1), (right, 1)):
        bd = dmi / (Ms * Delta)
        phi = np.arctan2(side * bd * ny + by, side * bd * nx + bx) + 0.2
        m[0] += np.cos(phi) / np.cosh(u)
        m[1] += np.sin(phi) / np.cosh(u)
    m /= np.sqrt((m * m).sum(0))
    for _ in range(steps):
        b = field(m, dmi, nx, ny, bx, by, 0.0)
        b -= (m * b).sum(0) * m
        m += 0.03 * b
        m /= np.sqrt((m * m).sum(0))
    assert np.abs(b).max() < 2e-5      # residual transverse field in tesla
    return m


# Torque pressure from the profiles, averaged over 16 wall normals.
angles = np.arange(5) * np.pi / 8
weights = np.array([1, 2, 2, 2, 1]) / 8
h_list = (0.5, 1.5)
rows = [(s, h, p) for s in (1.0, 0.5) for h in h_list for p in angles]
scale, h_row, psi_row = (column(v, len(rows)) for v in zip(*rows))
bx_row = h_row * scale * B_D
m = relaxed(scale * D, psi_row, bx_row, 0 * bx_row, 9000)
g = m @ GRAD
outward = np.where(x < L / 2, 1.0, -1.0)
swept = (outward * (m[0] * g[2] - m[2] * g[0])).sum(1) * dx
core = swept / (2 * np.pi * np.sqrt(1 - (bx_row[:, 0] / B_K)**2))
core = core.reshape(2, 2, 5) @ weights
for i, h in enumerate(h_list):
    assert abs(core[0, i] - mean_core(h)) < h * B_D / B_K
    assert abs(2 * core[1, i] - core[0, i] - mean_core(h)) < 0.015

# ---------- wall motion from the Landau-Lifshitz-Gilbert equation ----------
tilt = np.arcsin(2 * B_D / B_K)
stall = B_DL * (np.pi - 2 * tilt) / (2 * np.cos(tilt))
# columns: Bx/B_D, By/B_D, current sign, Bz
cases = np.array([[0, 0, 1, 0], [2, 0, 1, 0], [2, 0, -1, 0], [-2, 0, 1, 0],
                  [0, 2, 1, 0], [0.5, 0, 1, 0], [2, 0, 1, -stall]], float)
n = len(cases)
bx, by = column(cases[:, 0] * B_D, n), column(cases[:, 1] * B_D, n)
drive, bz = column(cases[:, 2] * B_DL, n), column(cases[:, 3], n)
dmi, psi = column(D, n), column(0.0, n)
nx, ny = np.cos(psi), np.sin(psi)
m = relaxed(dmi, psi, bx, by, 5000)


def cross(p, q):
    return np.array([p[1] * q[2] - p[2] * q[1], p[2] * q[0] - p[0] * q[2],
                     p[0] * q[1] - p[1] * q[0]])


def rate(m):
    b = field(m, dmi, nx, ny, bx, by, bz)
    b[0] -= drive * m[2]
    b[2] += drive * m[0]
    c = cross(m, b)
    return -gamma / (1 + alpha**2) * (c + alpha * cross(m, c))


def width_and_phase(m):
    cos_tilt = np.sqrt(1 - (bx[:, 0]**2 + by[:, 0]**2) / B_K**2)
    width = (m[2].sum(1) / cos_tilt + N) * dx / 2
    return width, m[2] @ np.exp(-2j * np.pi * x / L)


dt, steps, start = 0.25e-12, 6000, 4000
for i in range(steps):
    if i == start:
        w0, z0 = width_and_phase(m)
    k1 = rate(m)
    k2 = rate(m + dt / 2 * k1)
    k3 = rate(m + dt / 2 * k2)
    k4 = rate(m + dt * k3)
    m = m + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    m /= np.sqrt((m * m).sum(0))
w1, z1 = width_and_phase(m)
window = (steps - start) * dt
growth = (w1 - w0) / window
travel = -L / (2 * np.pi) * np.angle(z1 * np.conj(z0)) / window

core_turn = np.arctan(B_DL / (alpha * B_D))
v_travel = gamma * Delta / alpha * a * np.cos(core_turn)
angle_swept = np.pi - 2 * tilt
v_wall = gamma * Delta * B_DL / alpha * angle_swept / (
    2 * np.cos(tilt) - angle_swept * np.sin(tilt))
ref = growth[1]
assert abs(travel[0] / v_travel - 1) < 0.03
assert abs(growth[0]) < 2e-3 * ref                  # no field: no growth
assert abs(ref / (2 * v_wall) - 1) < 0.04           # both walls move outward
assert abs(growth[2] / ref + 1) < 0.01              # odd in current
assert abs(growth[3] / ref + 1) < 0.01              # odd in Bx
assert abs(growth[4]) < 5e-3 * ref                  # transverse field: no growth
assert abs(growth[5]) < 0.12 * ref                  # below B_D: nearly balanced
assert abs(growth[6]) < 0.03 * ref                  # predicted Bz stalls growth

# ---------- loop branches with dry-friction pinning ----------
B_pin, fast, slow = 10e-3, 12e-3, 0.2e-3
ring = (np.arange(1440) + 0.5) * 2 * np.pi / 1440


def branch(h, polarity, needed):
    """Field where a reversed domain of given polarity grows at the needed rate."""
    cx = polarity * np.cos(ring) + h
    cy = polarity * np.sin(ring)
    cos_phi = cx / np.hypot(cx, cy)

    def excess(b):
        d = polarity * (b + a * cos_phi)
        return np.mean(np.sign(d) * np.maximum(np.abs(d) - B_pin, 0)) - needed
    return brentq(excess, -0.1, 0.1, xtol=1e-13)


def loop(h, needed):
    up, down = branch(h, 1, needed), branch(h, -1, needed)
    return (up + down) / 2, (up - down) / 2


for h in (0.0, 0.5, 1.0, 2.0):
    assert abs(loop(h, fast)[0] + a * mean_core(h)) < 1e-5
    assert abs(loop(-h, fast)[0] - a * mean_core(h)) < 1e-5
assert abs(loop(0.0, slow)[0]) < 1e-9
assert loop(0.0, slow)[1] < B_pin
assert abs(loop(0.5, slow)[0]) < 0.8 * a * mean_core(0.5)

# ---------- sizes of neglected effects ----------
N_wall = t_co * np.log(2) / (np.pi * Delta)
K_wall = 0.5 * sc.mu_0 * Ms**2 * N_wall
B_wall = 4 * K_wall / (np.pi * Ms)
assert B_wall < B_D                                 # zero-field walls are Neel
phi = np.linspace(-np.pi, np.pi, 2401)[None, :]
normal = ring[::4, None]
energy = (-B_D * np.cos(phi - normal) - 0.5 * B_D * np.cos(phi)
          + B_wall / 2 * np.cos(phi - normal)**2)
charged = np.mean(np.cos(phi[0, energy.argmin(1)]))
stiff, spring = 4 * A * Delta, np.pi * D
phi2 = sc.k * T / (2 * t_co * np.sqrt(stiff * spring))
phi2_sum = quad(lambda q: 1e9 * sc.k * T / (2 * np.pi * t_co * (
    stiff * (q * 1e9)**2 + spring)), -np.inf, np.inf)[0]
assert abs(phi2_sum / phi2 - 1) < 1e-5
oersted = sc.mu_0 * J * t_pt / 2
rho, oxide, kappa = 4e-7, 100e-9, 1.4
heating = rho * J**2 * t_pt * oxide / kappa
radius = 500e-9
curvature = (4 * np.sqrt(A * K) - np.pi * D) / (2 * Ms * radius)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print(f"Inputs: Ms {Ms/1e6:.1f} MA/m, A {A*1e12:.0f} pJ/m, K {K/1e6:.1f} MJ/m3")
print(f"Inputs: D {D*1e3:.1f} mJ/m2, Co {t_co*1e9:.0f} nm, Pt {t_pt*1e9:.0f} nm")
print(f"Inputs: J {J:.1e} A/m2, spin Hall {spin_hall:.2f}, damping {alpha}, T {T:.0f} K")
show("Wall width Delta", Delta * 1e9, "nm")
show("Anisotropy field B_K", B_K, "T")
show("DMI field B_D", B_D * 1e3, "mT", 1)
show("Torque field B_DL", B_DL * 1e3, "mT")
show("Largest loop shift (pi/2) B_DL", a * 1e3, "mT")
show("Small-field slope |centre|/Bx", a / (2 * B_D), "(mT per mT)", 4)
for h in (0.0, 0.1, 0.5, 1.0, 1.5, 2.0):
    print(f"Bx {h*B_D*1e3:.1f} mT (h={h}): mean core {mean_core(h):.4f}, "
          f"centre {-a*mean_core(h)*1e3:.3f} mT")
for i, h in enumerate(h_list):
    print(f"Full profile h={h}: mean core {core[0,i]:.4f}; half DMI {core[1,i]:.4f}; "
          f"extrapolated {2*core[1,i]-core[0,i]:.4f}")
show("LLG domain travel speed, Bx=0", travel[0], "m/s", 2)
show("Formula for travel speed", v_travel, "m/s", 2)
show("Core turn by current in moving wall, Bx=0", np.degrees(core_turn), "deg", 2)
names = ("Bx=0", "Bx=2B_D", "Bx=2B_D, current reversed", "Bx=-2B_D",
         "By=2B_D", "Bx=0.5B_D", "Bx=2B_D with stalling Bz")
for name, value in zip(names, growth):
    show("LLG width growth, " + name, value + 0.0, "m/s", 3)
show("Formula for growth, Bx=2B_D", 2 * v_wall, "m/s", 2)
show("Stalling Bz magnitude, Bx=2B_D", stall * 1e3, "mT")
show("Domain tilt, Bx=2B_D", np.degrees(tilt), "deg", 2)
print(f"Loop model: pinning {B_pin*1e3:.1f} mT, rate fields: "
      f"fast {fast*1e3:.1f} mT, slow {slow*1e3:.1f} mT")
for label, needed in (("fast", fast), ("slow", slow)):
    for h in (0.0, 0.5, 2.0):
        centre, half = loop(h, needed)
        print(f"Loop {label}, h={h}: centre {centre*1e3:.3f} mT, "
              f"half-width {half*1e3:.3f} mT")
show("Wall-charge field", B_wall * 1e3, "mT", 1)
show("Mean core at h=0.5 with wall charge", charged, "(no unit)", 4)
show("Thermal rms core angle", np.degrees(np.sqrt(phi2)), "deg", 1)
show("Thermal reduction of core, phi^2/2", 50 * phi2, "%", 1)
show("Oersted field along y", oersted * 1e3, "mT")
print(f"Heating inputs: {rho*1e8:.0f} uOhm cm, oxide {oxide*1e9:.0f} nm, "
      f"{kappa} W/(m K)")
show("Joule heating across oxide", heating, "K", 2)
print(f"Curvature field at radius {radius*1e9:.0f} nm: {curvature*1e3:.2f} mT")
print("OK")
```

Running it gives:

```
Inputs: Ms 1.0 MA/m, A 15 pJ/m, K 0.5 MJ/m3
Inputs: D 0.5 mJ/m2, Co 1 nm, Pt 5 nm
Inputs: J 1.0e+11 A/m2, spin Hall 0.10, damping 0.3, T 300 K
Wall width Delta: 5.477 nm
Anisotropy field B_K: 1.000 T
DMI field B_D: 91.3 mT
Torque field B_DL: 3.291 mT
Largest loop shift (pi/2) B_DL: 5.170 mT
Small-field slope |centre|/Bx: 0.0283 (mT per mT)
Bx 0.0 mT (h=0.0): mean core 0.0000, centre -0.000 mT
Bx 9.1 mT (h=0.1): mean core 0.0501, centre -0.259 mT
Bx 45.6 mT (h=0.5): mean core 0.2587, centre -1.337 mT
Bx 91.3 mT (h=1.0): mean core 0.6366, centre -3.291 mT
Bx 136.9 mT (h=1.5): mean core 0.8773, centre -4.535 mT
Bx 182.6 mT (h=2.0): mean core 0.9342, centre -4.830 mT
Full profile h=0.5: mean core 0.2298; half DMI 0.2442; extrapolated 0.2586
Full profile h=1.5: mean core 0.8174; half DMI 0.8455; extrapolated 0.8737
LLG domain travel speed, Bx=0: 16.50 m/s
Formula for travel speed: 16.50 m/s
Core turn by current in moving wall, Bx=0: 6.85 deg
LLG width growth, Bx=0: 0.000 m/s
LLG width growth, Bx=2B_D: 40.007 m/s
LLG width growth, Bx=2B_D, current reversed: -40.007 m/s
LLG width growth, Bx=-2B_D: -40.007 m/s
LLG width growth, By=2B_D: 0.000 m/s
LLG width growth, Bx=0.5B_D: 1.860 m/s
LLG width growth, Bx=2B_D with stalling Bz: 0.000 m/s
Formula for growth, Bx=2B_D: 40.21 m/s
Stalling Bz magnitude, Bx=2B_D: 4.643 mT
Domain tilt, Bx=2B_D: 10.52 deg
Loop model: pinning 10.0 mT, rate fields: fast 12.0 mT, slow 0.2 mT
Loop fast, h=0.0: centre 0.000 mT, half-width 22.000 mT
Loop fast, h=0.5: centre -1.337 mT, half-width 22.000 mT
Loop fast, h=2.0: centre -4.830 mT, half-width 22.000 mT
Loop slow, h=0.0: centre 0.000 mT, half-width 6.138 mT
Loop slow, h=0.5: centre -0.489 mT, half-width 6.326 mT
Loop slow, h=2.0: centre -4.831 mT, half-width 10.157 mT
Wall-charge field: 32.2 mT
Mean core at h=0.5 with wall charge: 0.3740 (no unit)
Thermal rms core angle: 17.3 deg
Thermal reduction of core, phi^2/2: 4.6 %
Oersted field along y: 0.314 mT
Heating inputs: 40 uOhm cm, oxide 100 nm, 1.4 W/(m K)
Joule heating across oxide: 1.43 K
Curvature field at radius 500 nm: 9.38 mT
OK
```
